Near-surface composition profiles of ordering and clustering alloys in mean-field theory

A film of a substitutional alloy A–B grows on a crystal face. If atoms exchange between layers fast enough for the composition to relax within the time needed to deposit one layer, the composition near the surface follows the equilibrium profile. Parts (a) to (f) concern that profile, and part (g) asks when growth lets it form.

Layers are numbered n = 0, 1, 2, ... from the surface inwards. Layer n has A fraction c_n, taken as uniform within the layer, and far inside c_n → c. Each atom has z0 nearest neighbours in its own layer and z1 in each adjacent layer, so a bulk atom has Z = z0 + 2z1. Until part (f) there are no bonds to more distant layers. Bond energies E_AA, E_BB and E_AB are negative for attraction, and they keep their bulk values at the surface. Define

W = E_AA + E_BB − 2E_AB.

For W > 0 two A–B bonds are lower in energy than one A–A and one B–B bond, which is an ordering interaction. For W < 0 the interaction favours clustering. The alloy exchanges atoms with a large bulk that fixes Δμ, the chemical potential of A minus that of B. Energies are in meV, the natural unit for these bond differences.

**(a) Derive the mean-field equation for each layer.**

Solution. Mean-field theory treats site occupations as independent. A bond between sites with A fractions p and q then has the average energy

e(p,q) = pq E_AA + (1−p)(1−q) E_BB + [p(1−q) + q(1−p)] E_AB.

Per surface site, with each bond counted once, the grand potential is

Ω = Σ_n { kT[c_n ln c_n + (1−c_n) ln(1−c_n)] + (z0/2) e(c_n,c_n) + z1 e(c_n,c_{n+1}) − Δμ c_n }.

The factor 1/2 appears because an in-layer bond is shared by two sites of the same layer. The derivative of a bond energy is

∂e/∂p = q E_AA − (1−q) E_BB + (1−2q) E_AB = g + Wq, with g = E_AB − E_BB.

In e(c_n,c_n) both arguments vary, which cancels the factor 1/2. The entropy term gives kT ln[c_n/(1−c_n)]. Setting ∂Ω/∂c_n = 0 gives, for n ≥ 1,

kT ln[c_n/(1−c_n)] + z0(g + Wc_n) + z1(g + Wc_{n+1}) + z1(g + Wc_{n−1}) = Δμ.

For n = 0 there is no layer above, and the last term on the left is absent. Deep in the bulk all fractions equal c:

kT ln[c/(1−c)] + Z(g + Wc) = Δμ.

**(b) Linearise about the bulk, and identify the field that drives segregation.**

Solution. Let δ_n = c_n − c. Since d ln[x/(1−x)]/dx = 1/[x(1−x)], the entropy term changes to first order by tδ_n, where

t = kT/[c(1−c)].

Subtracting the bulk equation removes g and Δμ from every layer with a full set of neighbours:

(t + Wz0)δ_n + Wz1(δ_{n−1} + δ_{n+1}) = 0, n ≥ 1.

In the top layer the bulk equation contains z1(g + Wc) for bonds that do not exist there. Subtraction leaves this term with a minus sign, and moving it to the right gives

(t + Wz0)δ_0 + Wz1δ_1 = H, H = z1(g + Wc).

From the definition of W, E_AB = (E_AA + E_BB − W)/2, so g = (E_AA − E_BB − W)/2 and

H = z1[(E_AA − E_BB)/2 + W(c − 1/2)].

At c = 1/2 only the first term survives. If A–A bonds are weaker than B–B bonds, E_AA > E_BB and H > 0: putting A where bonds are missing sacrifices less binding. Away from c = 1/2, W also contributes to the field.

The expansion needs |δ_n| small compared with both c and 1 − c. At c = 1/2,

ln[(1/2+δ)/(1/2−δ)] = 4δ + 16δ³/3 + ...,

so the first correction to the entropy term is 4δ²/3 relative to the linear term, about 2% at δ = 0.13.

**(c) Find the solution that decays into the crystal, including its amplitude.**

Solution. Insert δ_n = Cλⁿ into the equation for n ≥ 1 and divide by Wz1Cλⁿ:

λ + 1/λ = s, s = −(t + Wz0)/(Wz1).

This is λ² − sλ + 1 = 0, so the two roots have product 1. If |s| > 2 they are real and exactly one satisfies |λ| < 1. If |s| ≤ 2 both have modulus 1 and no solution decays. Take |s| > 2, a condition examined in part (d), and keep the root inside the unit circle.

The top equation fixes C. Replacing t + Wz0 by −Wz1(λ + 1/λ),

C[−Wz1(λ + 1/λ) + Wz1λ] = −Wz1C/λ = H.

Therefore C = −Hλ/(Wz1), and

δ_n = −[H/(Wz1)] λ^(n+1).

When t is much larger than |W|z0 and |W|z1, s ≈ −t/(Wz1) and λ ≈ −Wz1/t. Then

δ_0 ≈ H/t, δ_1 ≈ −Wz1H/t².

The surface layer responds to the field as if isolated. The layer below responds to the surface enrichment through z1 bonds, with a sign opposite to that of W.

**(d) Show that stability of the homogeneous bulk determines the sign of λ. How does the decay length behave at the instability?**

Solution. Give the bulk site at position r a small deviation δ_r. The entropy contributes tδ_r²/2 per site and each bond contributes Wδ_rδ_r′. With R running over the Z neighbour vectors, and a factor 1/2 because each bond then appears twice,

Ω₂ = (1/2) Σ_r [tδ_r² + W Σ_R δ_r δ_{r+R}].

Plane waves diagonalise this form. A wave of wavevector k has stiffness t + Wγ(k), with γ(k) = Σ_R cos(k·R). A stable bulk requires

t + Wγ(k) > 0 for every k.

Two wavevectors are enough for the surface problem. At k = 0 every cosine is 1 and γ = Z. For k normal to the face with a phase change π per layer, in-layer neighbours contribute +1 and the others −1, so γ = z0 − 2z1.

For clustering, W = −|W|, and k = 0 gives t > |W|Z. Hence

s = (t − |W|z0)/(|W|z1) > (Z − z0)/z1 = 2.

A sum λ + 1/λ above 2 requires positive λ, so 0 < λ < 1 and the profile is monotonic:

δ_n = [H/(|W|z1)] λ^(n+1).

For ordering, the layer-alternating wave gives t > W(2z1 − z0), so t + Wz0 > 2Wz1 and s < −2. Now −1 < λ < 0, and with λ = −|λ|,

δ_n = (−1)ⁿ [H/(Wz1)] |λ|^(n+1).

Enriched and depleted layers alternate. In both cases δ_0 has the sign of H. The sign of W sets the pattern, while H decides which element is enriched on top.

Within mean-field theory and for weak segregation, these results apply wherever the homogeneous alloy is the stable phase. Where its transition to another phase is first order, it can occur above the instability temperature; the inequalities still hold, because a stable phase is also locally stable. Correlations add a limit for ordering: an fcc(100) surface layer can order within itself slightly above the bulk ordering temperature, even at c = 1/2 and without a field, and a laterally uniform profile does not describe that state.

For the decay length write |λ| = e^(−κ). Then |s| = 2 cosh κ = 2 + 4 sinh²(κ/2). The clustering instability lies at kT_s = |W|Zc(1−c), so t/(|W|Z) = T/T_s and

4 sinh²(κ/2) = (t − |W|Z)/(|W|z1) = (T/T_s − 1)Z/z1.

With layer spacing d, the length d/κ diverges as (T − T_s)^(−1/2). This is the mean-field law; correlations change both the instability temperature and the exponent. For ordering with 2z1 > z0, define kT_L = W(2z1 − z0)c(1−c). The same steps give

4 sinh²(κ/2) = (T/T_L − 1)(2z1 − z0)/z1.

Whether the bulk reaches T_L depends on the face. The first ordering instability is at kT = WMc(1−c), where −M is the minimum of γ over all wavevectors:

fcc(100): z0 = 4, z1 = 4, 2z1 − z0 = 4, M = 4
fcc(111): z0 = 6, z1 = 3, 2z1 − z0 = 0, M = 4
bcc(100): z0 = 0, z1 = 4, 2z1 − z0 = 8, M = 8
bcc(110): z0 = 4, z1 = 2, 2z1 − z0 = 0, M = 8

On the two (100) faces the surface oscillation reaches ever deeper as the instability is approached. On the other two the bulk first becomes unstable to a pattern that varies within the layers, which a laterally uniform profile cannot follow. On fcc(111) at that point t = 4W, so s = −(4 + 6)/3 = −10/3 and λ = −1/3: the profile alternates, but its decay length stays finite.

The formula was compared with the full nonlinear equations on these four faces and on simple cubic (100) and (111), for W = ±15 meV, c = 0.3 and H = 10⁻⁴ meV, at a temperature 10% above the instability. The first six δ_n agreed within 0.1%.

**(e) Does the sign pattern survive when segregation is too strong for linearisation?**

Solution. Keep the full logarithm and define

F(δ) = kT{ln[(c+δ)/(1−c−δ)] − ln[c/(1−c)]} + Wz0δ.

The bond terms were already linear, so the full mean-field equations are

F(δ_n) + Wz1(δ_{n−1} + δ_{n+1}) = 0 for n ≥ 1, F(δ_0) + Wz1δ_1 = H.

Because x(1−x) ≤ 1/4, the slope of F is at least 4kT + Wz0. Assume

4kT + Wz0 > 2|W|z1.

Then, for δ ≠ 0, F(δ) has the sign of δ and |F(δ)| > 2|W|z1|δ|. Solve the recurrence for the next layer:

δ_{n+1} = −F(δ_n)/(Wz1) − δ_{n−1}.

Suppose that |δ_n| ≥ |δ_{n−1}| with δ_n ≠ 0. Then

|δ_{n+1}| > 2|δ_n| − |δ_{n−1}| ≥ |δ_n|.

The argument repeats for every later layer, so the magnitudes grow and the profile cannot approach the bulk. Hence |δ_n| must fall from layer to layer. A zero cannot interrupt the profile either: if δ_n = 0 and δ_{n−1} ≠ 0, then δ_{n+1} = −δ_{n−1} exceeds δ_n in magnitude, which has just been excluded.

Now take ordering and suppose that δ_{n−1} and δ_n have the same sign. Both terms on the right of the recurrence then have the opposite sign and add, so |δ_{n+1}| > 2|δ_n|, which is excluded. Neighbouring layers must alternate. For clustering, suppose that δ_{n−1} and δ_n have opposite signs. Then −F(δ_n)/(Wz1) = F(δ_n)/(|W|z1) and −δ_{n−1} both have the sign of δ_n. They add, with the same contradiction, so all layers have one sign.

In the top equation |Wz1δ_1| < |W|z1|δ_0| < |F(δ_0)|, so δ_0 has the sign of H. (For H ≠ 0, δ_0 = 0 would require |δ_1| > |δ_0|, again excluded.)

At c = 1/2, where t = 4kT, the assumed inequality follows from bulk stability. At other compositions t > 4kT, so bulk stability need not guarantee it; where it fails, this argument gives no conclusion about strong fields. The argument also assumes that each layer stays uniform. For ordering away from c = 1/2, strong segregation can bring the top layer close to equal composition, where it may order within the layer although the bulk is stable.

**(f) On fcc(110) an atom also has bonds to the second layer: z0 = 2, z1 = 4, z2 = 1. Does an ordering interaction still give alternating layers?**

Solution. Away from the surface, inserting λⁿ now gives

t + W[2 + 4(λ + 1/λ) + (λ² + 1/λ²)] = 0.

With s = λ + 1/λ, λ² + 1/λ² = s² − 2. The constants cancel, leaving

s² + 4s + t/W = 0, s = −2 ± i√(t/W − 4).

The fcc ordering instability has M = 4, so a stable bulk has t/W > 4 and s is complex. A real λ, or a λ of modulus 1, would make s real. The decaying roots are therefore a complex pair r e^(±iφ), and

δ_n = C rⁿ cos(nφ + α)

for all n ≥ 0. The equations with all bonds present start at n = 2 and reach up to δ_0; those of the top two layers fix C and α. Strict alternation would require (−1)ⁿcos(nφ + α) = cos[n(φ − π) + α] to keep one sign for all n. It cannot, because φ ≠ π and the phase keeps advancing. Alternation, guaranteed in part (d) for coupling between adjacent layers only, can therefore be lost when bonds reach the second layer.

For kT = 64.63 meV, c = 1/2 and W = 15 meV, t/W = 17.23 and s = −2 ± 3.64i. This gives r = 0.233 and φ = 116°, a period of 3.1 layers. With E_AA − E_BB = 20 meV the linear profile begins

+0.1737, +0.0004, −0.0095, +0.0019, +0.0001, −0.0001.

The first two layers are both enriched, as are the fourth and fifth. The second value is small because two larger contributions nearly cancel; the full mean-field equations change it to +0.0017, with the same sign. With W = −15 meV and the other inputs unchanged, the first eight layers are all enriched, by steadily decreasing amounts.

**(g) Evaluate the profiles for a (100) film of silver (A) alloyed with an fcc partner at c = 0.5 and 750 K, for W = +15 and −15 meV. How large are the effects neglected by the linear theory, and does growth at 0.1 nm/s allow equilibrium?**

Solution. Take E_AA − E_BB = 20 meV, a round value chosen for weak segregation; W is also a model parameter. The layer spacing 0.205 nm is a rough value for silver. Then

kT = 64.63 meV, t = 4kT = 258.5 meV, H = 4 × 20/2 = 40 meV, |W|z1 = 60 meV.

The mean-field instabilities are at 174 K for ordering and 522 K for clustering, so both alloys are above them.

Ordering: s = −(258.5 + 60)/60 = −5.31, λ = −0.196, δ_0 = (40/60) × 0.196 = 0.130.
Clustering: s = (258.5 − 60)/60 = 3.31, λ = 0.336, δ_0 = (40/60) × 0.336 = 0.224.

The silver contents of the first three layers are 63.0%, 47.4% and 50.5% for ordering, and 72.4%, 57.5% and 52.5% for clustering. The decay lengths, 0.13 and 0.19 nm, are both shorter than one layer spacing.

Solving the full mean-field equations gives δ_0 = 0.128 and 0.205. The linear values are thus 2% and 9% too high relative to the nonlinear ones. Monte Carlo sampling of the same bond model on a 12-layer fcc slab retains the correlations that mean-field theory drops. It gives

ordering: +0.1253, −0.0236, +0.0045
clustering: +0.197, +0.061, +0.019

with standard errors of up to about 0.0002 and 0.0004. Relative to these values, the linear δ_0 is 4% too high for ordering and 14% for clustering. For clustering the error grows with depth, to roughly one third of the value in the third layer. The sign patterns are unchanged.

For growth, let each new layer arrive with the bulk composition and then exchange atoms with its neighbours. With

μ_n = (t + Wz0)δ_n + Wz1(δ_{n−1} + δ_{n+1}),

where the top layer lacks the δ_{n−1} term and has −H added, the linear exchange law is

dδ_n/dτ = [D/(d²t)] [(μ_{n+1} − μ_n) + (μ_{n−1} − μ_n)],

without the second difference for n = 0. Here τ is time. For W = 0 this is ordinary diffusion with coefficient D. One layer takes 0.205/0.1 = 2.05 s. Rough silver diffusion data, D = 0.5 cm²/s × exp(−1.9 eV/kT), give 8.5×10⁻¹⁴ cm²/s at 750 K. The number of exchanges per layer time is

D × 2.05 s/d² = 8.54×10⁻¹⁴ × 2.05/(2.05×10⁻⁸)² ≈ 400.

In steady growth δ_0 at the end of each layer time is then 0.130 for ordering and 0.224 for clustering, the equilibrium values to three decimals. Steady growth needs a thick film, because the surface excess is first drawn from the layers below. On a substrate of the bulk alloy the clustering δ_0 is 0.221 after 10 layers and 0.223 after 50. A 10-layer film that exchanges no atoms with its substrate, and has no segregation field at its lower face, reaches only 0.118 and 0.199 in equilibrium. The number falls to one near 620 K; this uses D for pure silver, and the value in a 50% alloy may differ. At 600 K it is 0.27, and at the end of each layer time, just before the next layer arrives, the first three layers are

ordering: +0.049, −0.008, −0.0005 (equilibrium +0.158, −0.038, +0.009)
clustering: +0.050, −0.003, +0.001 (equilibrium +0.346, +0.179, +0.093).

The equilibrium values in brackets are linear ones. For clustering the linear theory is poor at this temperature: the full mean-field equations give +0.278 in the top layer instead of +0.346. The ordering film keeps the equilibrium signs only in its first two layers, and the clustering film departs from them already in the second. In the clustering film the second layer had been the surface layer, enriched by 0.050, one cycle earlier. It ends slightly depleted because it has given up silver, mainly to the layer deposited on it. A depleted second layer in a film grown this cold is therefore no evidence of an ordering interaction. These signs refer to the end of the layer time, in a model where each layer arrives complete. Averaged over the layer time, the second layer is enriched by about 0.02 for either sign of W, so an enriched second layer is no evidence of clustering either.

The segregation field chosen here may be weak for a real silver alloy. With six bonds per atom, a partner bound more strongly by 1 eV per atom corresponds to E_AA − E_BB of about 170 meV. At 200 meV, with everything else fixed, the linear δ_0 would be 1.3 for ordering, which is impossible. The full equations give +0.497, −0.096, +0.019 for ordering and +0.499, +0.159, +0.053 for clustering: a nearly pure silver surface above layers that keep the pattern of part (e). Evaporation is negligible: an attempt rate of 10¹³ per second and a binding energy of 2.9 eV per atom, both rough, give a lost fraction of 10¹³ × 2.05 × exp(−2.9 eV/kT), of order 10⁻⁶ of a layer per layer time at 750 K. The vapour pressure of pure silver, roughly 10⁻⁸ Pa at that temperature, gives about 10⁻⁵, which is still negligible. Size mismatch, strain, bond relaxation and vibrational entropy are left out and have not been sized. So is faster exchange at the surface, which would let the top layers equilibrate at lower temperatures. The full set of values is in the numerical output.

Computed values

```
face: z0, z1, M (ordering instability kT = W M c(1-c))
  sc100: 4, 1, 6
  sc111: 0, 3, 6
  bcc100: 0, 4, 8
  bcc110: 4, 2, 8
  fcc100: 4, 4, 4
  fcc111: 6, 3, 4
T = 750 K, kT = 64.63 meV, c = 0.5
|W| = 15.0 meV, E_AA-E_BB = 20.0 meV, H = 40.0 meV
layer spacing = 0.205 nm
mean-field ordering instability = 174.1 K
mean-field clustering instability = 522.2 K
ordering, W = +15 meV: lambda = -0.1956
  decay length = 0.1256 nm
  delta_0..3 linear      +0.13038 -0.02550 +0.00499 -0.00098
  delta_0..3 nonlinear   +0.12793 -0.02500 +0.00489 -0.00096
  delta_0..3 Monte Carlo +0.12531 -0.02360 +0.00448 -0.00091
  largest Monte Carlo standard error = 0.00017
  strong field (E_AA-E_BB = 200 meV) +0.49703 -0.09618 +0.01880 -0.00368
clustering, W = -15 meV: lambda = +0.3364
  decay length = 0.1882 nm
  delta_0..3 linear      +0.22430 +0.07547 +0.02539 +0.00854
  delta_0..3 nonlinear   +0.20540 +0.06847 +0.02301 +0.00774
  delta_0..3 Monte Carlo +0.19725 +0.06090 +0.01899 +0.00583
  largest Monte Carlo standard error = 0.00041
  strong field (E_AA-E_BB = 200 meV) +0.49889 +0.15941 +0.05333 +0.01793
fcc110 ordering: z0, z1, z2 = 2, 4, 1
  |lambda| = 0.2331, phase = 116.25 deg per layer
  period = 3.097 layers
  delta_0..5 +0.173707 +0.000416 -0.009527 +0.001942 +0.000117 -0.000130
growth = 0.1 nm/s, layer time = 2.05 s
D0 = 0.5 cm2/s, diffusion barrier = 1.9 eV
at 750 K: D = 8.54e-14 cm2/s, exchanges per layer time = 417
  ordering equilibrium +0.13038 -0.02550 +0.00499
  ordering growing     +0.13038 -0.02550 +0.00498
  clustering equilibrium +0.22430 +0.07547 +0.02539
  clustering growing     +0.22418 +0.07530 +0.02522
at 600 K: D = 5.49e-17 cm2/s, exchanges per layer time = 0.268
  ordering equilibrium +0.15838 -0.03762 +0.00894
  ordering growing     +0.04903 -0.00756 -0.00046
  clustering equilibrium +0.34572 +0.17928 +0.09297
  clustering growing     +0.04970 -0.00283 +0.00124
one exchange per layer time at 622 K
cohesion = 2.88 eV, attempt rate = 1e13 /s (rough)
evaporated fraction per layer time at 750 K = 9.1e-07
```
